# Why the collisionless sinusoidal rf sheath has the coefficient 200/243, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From a steady sheath to a moving electron edge

### A difference of 1.8 mm

Take a sheath in which CO⁺ ions carry 0.515 mA/cm² to an electrode that lies, on average, 400 V below the plasma. If the voltage is steady and there are no electrons in the sheath, the calculation below gives a thickness of 4.37 mm. If the same mean voltage is produced by a sinusoidal current at 13.56 MHz, the largest thickness is 6.14 mm. The ion current, the mean voltage, the electron temperature and the plasma density at the sheath edge are equal in the two cases. Why is the second sheath 1.41 times as thick?

Both sheaths can be described by a law of the form

$$J_i=K\,\varepsilon_0\left(\frac{2e}{M}\right)^{1/2}\frac{V^{3/2}}{s^2}. \tag{1}$$

Here $J_i$ is the ion current density, $M$ the ion mass, $V$ the mean voltage from plasma edge to electrode, and $s$ the thickness. For the rf sheath, $s$ means the maximum thickness $s_m$. At high voltage the steady sheath has $K=4/9$, which is the Child law. The claim to be derived is that the sinusoidal sheath has $K=200/243$. A larger $K$ at given $J_i$ and $V$ means a larger thickness, since $s^2\propto K$.

### Conventions for the ions

The sheath is planar. It begins at $x=0$, and the electrode lies at larger $x$. Ions of one species, singly charged, enter with density $n_s$ and the Bohm speed

$$u_B=\left(\frac{eT}{M}\right)^{1/2},$$

where $T$ is the electron temperature expressed in volts. They suffer no collisions, and none are created inside the sheath. The mean electric field at $x=0$ is set to zero. In reality a weak field in the plasma brings the ions up to $u_B$; the model starts after that has happened.

Lengths will be measured in the edge Debye length

$$\lambda_D=\left(\frac{\varepsilon_0T}{en_s}\right)^{1/2},$$

speeds in $u_B$, densities in $n_s$, potentials in $T$ and fields in $T/\lambda_D$. From here on $x$ denotes the scaled position. Let $w$ be the scaled ion speed and $\eta$ the mean potential drop from the edge to $x$, counted positive. Energy conservation reads

$$\tfrac12Mu_B^2w^2=\tfrac12Mu_B^2+eT\eta .$$

Dividing by $Mu_B^2/2=eT/2$ gives

$$w^2=1+2\eta,\qquad \eta=\frac{w^2-1}{2}. \tag{2}$$

The ion flux is the same at every $x$, so the scaled ion density is $1/w$.

It is convenient to replace position by the ion charge per unit area lying between the edge and $x$. In units of $en_s\lambda_D$ this is

$$N(x)=\int_0^x\frac{dx'}{w(x')},\qquad dx=w\,dN. \tag{3}$$

If $E$ is the field that accelerates the ions, positive towards the electrode, then $d\eta=E\,dx$. Equation (2) gives $d\eta=w\,dw$, so $w\,dw=E\,w\,dN$, and

$$\frac{dw}{dN}=E. \tag{4}$$

This is Newton's law in disguise: $dN=dx/w$ is also the time an ion takes to cross $dx$, in units of $\lambda_D/u_B$. Equations (3) and (4) will serve for every sheath considered here. What changes from case to case is the dependence of $E$ on $N$.

The coefficient in (1) also takes a simple form. Let the electrode lie at scaled distance $L$, where the speed is $w_m$ and the drop is $\eta_m$. Then $J_i=en_su_B$, $s=\lambda_DL$ and $V=T\eta_m$. The product needed in (1) is

$$J_is^2=en_s\left(\frac{eT}{M}\right)^{1/2}\frac{\varepsilon_0T}{en_s}L^2
=\varepsilon_0\left(\frac eM\right)^{1/2}T^{3/2}L^2 .$$

Dividing by $\varepsilon_0(2e/M)^{1/2}T^{3/2}\eta_m^{3/2}$ leaves

$$K=\frac{L^2}{\sqrt2\,\eta_m^{3/2}}=\frac{2L^2}{(w_m^2-1)^{3/2}}. \tag{5}$$

The last form follows from $\eta_m^{3/2}=(w_m^2-1)^{3/2}/(2\sqrt2)$. The density, temperature and mass now enter only through scaled quantities.

### The simple case: no electrons in the sheath

With no electrons, Gauss's law says that the scaled field equals the enclosed ion charge. The unit is right because $en_s\lambda_D/\varepsilon_0=T/\lambda_D$. Hence $E=N$. Equation (4), with $w=1$ at $N=0$, gives

$$w=1+\frac{N^2}{2},$$

and equation (3) gives

$$x=\int_0^N\left(1+\frac{N'^2}{2}\right)dN'=N+\frac{N^3}{6}.$$

To express $x$ by the speed, insert $N=\sqrt{2(w-1)}$:

$$x=N\left(1+\frac{N^2}{6}\right)=\sqrt{2(w-1)}\;\frac{w+2}{3}. \tag{6}$$

At the electrode this yields $L^2=2(w_m-1)(w_m+2)^2/9$, so (5) becomes

$$K_{\rm dc}=\frac49\,\frac{(w_m-1)(w_m+2)^2}{(w_m^2-1)^{3/2}}. \tag{7}$$

Two limits check this. For a small drop the ions keep nearly their initial speed and their density stays uniform. Then $x\approx N$ and $\eta\approx w-1=N^2/2\approx x^2/2$, which is the potential of a uniform charge. For a large drop, $w_m\gg1$, the fraction in (7) tends to one and $K_{\rm dc}\to4/9$.

The approach to the second limit matters later. Cancelling a factor $(w_m-1)$, the fraction is

$$\frac{(w_m+2)^2}{(w_m-1)^{1/2}(w_m+1)^{3/2}}
=\frac{(1+2/w_m)^2}{(1-1/w_m)^{1/2}(1+1/w_m)^{3/2}} .$$

To first order in $1/w_m$, the numerator contributes $+4$, the first root $+1/2$ and the second $-3/2$. Therefore

$$K_{\rm dc}\simeq\frac49\left(1+\frac3{w_m}\right). \tag{8}$$

Because $w_m$ grows as the square root of the voltage, this correction fades slowly. Its origin is the finite entry speed: at given flux, faster ions have a lower density, and less charge needs more distance to produce the same drop.

### Letting electrons in for part of the cycle

Now let an rf current flow. The electrons respond by moving back and forth. The model gives them a sharp edge at $s(t)$. For $x<s(t)$ they neutralize the ions and the field is zero; for $x>s(t)$ there are none. This requires the electron Debye length to be small compared with the excursion of the edge, and the driving frequency to be well below the electron plasma frequency, so that electron inertia can be ignored.

The ions are treated differently. They are assumed too heavy to follow the oscillation, so they move in the time-averaged field. This requires many rf periods during their passage. Their density is then steady, and so is the function $N(x)$. Averaging over time at fixed $x$ is the same as averaging at fixed $N$.

Let $c(t)$ be the value of $N$ at the electron edge. It is the ion charge covered by electrons at that instant. Gauss's law, applied from the edge outward, gives the instantaneous field

$$E(N,t)=\begin{cases}N-c(t), & N>c(t),\\ 0, & N\le c(t).\end{cases} \tag{9}$$

The mean $\langle E\rangle$ of this expression replaces $E$ in (4).

There is a useful way to take the mean. Increase $N$ by a small amount $dN$. The field rises by $dN$ at those times when $c<N$, and stays zero when $c>N$. Let $P(N)$ be the fraction of the cycle during which $c<N$, that is, during which electrons are absent at that position. Then

$$\frac{d\langle E\rangle}{dN}=P(N). \tag{10}$$

In terms of position, the mean charge density is $P/w$: the ion density multiplied by the electron-free fraction of the cycle.

This already tells us the direction of the effect. Combine (10) with $dw=\langle E\rangle dN$:

$$\langle E\rangle\,d\langle E\rangle=P\langle E\rangle\,dN=P\,dw .$$

Integrating from the edge, where $w=1$ and the mean field vanishes,

$$\frac{\langle E\rangle^2}{2}=\int_1^wP\,dw'\le w-1. \tag{11}$$

The equality belongs to the electron-free sheath, for which $P=1$. Since $dx=w\,dN=w\,dw/\langle E\rangle$, the thickness needed to reach a given speed is

$$L=\int_1^{w_m}\frac{w\,dw}{\langle E\rangle}.$$

Electrons that visit the sheath lower $\langle E\rangle$ at every ion speed, and the sheath must be thicker to provide the same mean voltage. This holds within the mean-field model for any periodic waveform with $P<1$ over some part of the sheath. The size of the increase depends on how $P$ varies with $N$, and thus on the waveform.

### A first waveform: square-wave current

The current fixes $c(t)$. To the right of the edge, the displacement current density is $\varepsilon_0$ times the time derivative of the physical field. By (9) this is

$$J(t)=-en_s\lambda_D\frac{dc}{dt}. \tag{12}$$

On the plasma side the current is carried by electrons. Near the edge they move at $ds/dt$ with the local ion density, so their current is also $-en_s\lambda_D\,dc/dt$. The minus sign is the electron charge. The conduction currents of the ions, and of electrons that reach the electrode, are left out.

Suppose that the current has constant magnitude and changes sign twice per cycle. Then $c$ rises linearly from zero to a maximum and falls linearly back. Call the maximum $2A$. Let the electron edge just touch the electrode at this maximum, so that $2A$ is also the total ion charge in the sheath. The time during which $c<N$ is proportional to $N$, so

$$P=\frac N{2A},\qquad \langle E\rangle=\frac{N^2}{4A}.$$

Two further integrations, first (4) and then (3), give

$$w=1+\frac{N^3}{12A},\qquad x=N+\frac{N^4}{48A}.$$

At the electrode, $N=2A$, these become

$$w_m=1+\frac{2A^2}{3},\qquad L=2A+\frac{A^3}{3}.$$

For small $A$ the ion density is uniform, and the voltage can be found without (4). At an instant when $c$ is covered, a uniform layer of charge $2A-c$ supports the drop $(2A-c)^2/2$. Since $2A-c$ is spread evenly between zero and $2A$, the mean of its square is $4A^2/3$, and the mean drop is $2A^2/3$. This equals $w_m-1$, as it should when $\eta_m\approx w_m-1$. The limit checks the algebra; it is not a physical regime of the model, because a sharp electron edge needs an excursion of several Debye lengths.

For large $A$, equation (5) gives

$$K\to\frac{2(A^3/3)^2}{(2A^2/3)^3}=2\cdot\frac19\cdot\frac{27}{8}=\frac34 .$$

The amplitude has cancelled. The reason is that $N$ and $\langle E\rangle$ scale as $A$, the speed then scales as $A^2$, and the thickness as $A^3$; the combination $L^2/w_m^3$ keeps no power of $A$. A waveform of fixed shape therefore gives the $V^{3/2}/s_m^2$ law at high voltage, with a coefficient set by $P$ as a function of $N/(2A)$. Waveforms that share this function share the coefficient.

A direct integration of Poisson's equation in $x$, with the field (9) averaged over sampled times and $A=\sqrt{10^4\pi}\approx177$, gives 0.7502 for the square wave. With electrons excluded, and with the mean voltage that a sinusoidal current of this $A$ would produce, it gives 0.4445.

### The mean field for a sinusoidal current

Let the current be $J=-J_1\sin\theta$, with $\theta=\omega t$. Equation (12) gives

$$\frac{dc}{d\theta}=A\sin\theta,\qquad A=\frac{J_1}{en_s\omega\lambda_D}. \tag{13}$$

The innermost position of the edge is $x=0$, reached at $\theta=0$, so

$$c=A(1-\cos\theta). \tag{14}$$

The maximum is again $2A$, reached at $\theta=\pi$, where the edge touches the electrode.

Label each position by the phase $\phi$ at which the edge passes it on the way out:

$$N=A(1-\cos\phi),\qquad 0\le\phi\le\pi. \tag{15}$$

Electrons are absent there for $-\phi<\theta<\phi$. During that time (9) gives $E=A(\cos\theta-\cos\phi)$. The mean over a full cycle is

$$\langle E\rangle=\frac A{2\pi}\int_{-\phi}^{\phi}(\cos\theta-\cos\phi)\,d\theta
=\frac A\pi(\sin\phi-\phi\cos\phi). \tag{16}$$

The electron-free fraction is $P=\phi/\pi$. Differentiating (16) confirms it: $d\langle E\rangle=(A/\pi)\phi\sin\phi\,d\phi$, while $dN=A\sin\phi\,d\phi$, and their ratio is $\phi/\pi$. At the electrode, (16) gives $\langle E\rangle=A$. This is the total ion charge $2A$ minus the mean covered charge $A$.

## Part 2. The sinusoidal coefficient and a CO⁺ sheath

### What is carried over

Lengths are in edge Debye lengths $\lambda_D$, speeds in Bohm speeds $u_B$, and potentials in the electron temperature $T$ (volts). The ion speed is $w$, the mean potential drop is $\eta=(w^2-1)/2$, and $N$ is the ion charge between the plasma edge and $x$. The amplitude is $A=s_0/\lambda_D$, with $s_0=J_1/(en_s\omega)$. The results needed are

$$\frac{dw}{dN}=\langle E\rangle,\qquad dx=w\,dN,\qquad K=\frac{2L^2}{(w_m^2-1)^{3/2}},$$

$$N=A(1-\cos\phi),\qquad \langle E\rangle=\frac A\pi(\sin\phi-\phi\cos\phi).$$

The subscript $m$ marks the electrode, where $\phi=\pi$, and $L=s_m/\lambda_D$. For the electron-free sheath, $K_{\rm dc}$ is given by (7) and tends to $4/9$.

### Ion speed

Since $dN=A\sin\phi\,d\phi$,

$$dw=\frac{A^2}{\pi}\left(\sin^2\phi-\phi\sin\phi\cos\phi\right)d\phi .$$

The first term integrates to

$$\int_0^\phi\sin^2\phi'\,d\phi'=\frac\phi2-\frac{\sin2\phi}{4}.$$

For the second, write $\sin\phi\cos\phi=\tfrac12\sin2\phi$ and integrate by parts:

$$\int_0^\phi\frac{\phi'}{2}\sin2\phi'\,d\phi'=-\frac{\phi\cos2\phi}{4}+\frac{\sin2\phi}{8}.$$

Subtracting, and using $w=1$ at $\phi=0$,

$$w=1+\frac{A^2}{\pi}g(\phi),\qquad g=\frac\phi2+\frac{\phi\cos2\phi}{4}-\frac{3\sin2\phi}{8}. \tag{17}$$

At the electrode $g(\pi)=\pi/2+\pi/4=3\pi/4$, so

$$w_m=1+\frac{3A^2}{4}. \tag{18}$$

The uniform-density limit again provides a separate check. For small $A$ the instantaneous drop is $(2A-c)^2/2=A^2(1+\cos\theta)^2/2$. The mean of $(1+\cos\theta)^2$ is $1+\tfrac12=\tfrac32$, so the mean drop is $3A^2/4$, in agreement with $\eta_m\approx w_m-1$.

The ion speed in the sinusoidal sheath is now known as a function of the phase $\phi$, with its value at the electrode given by (18). It remains to find the position and maximum thickness, and from them the coefficient $K$ and the numbers for the CO⁺ sheath.
